# Why Spherical Aberration Makes Best Focus Depend on Grating Pitch

## The failure

Suppose the focus of a projection lens is set on one grating until its image is as good as the lens allows, and the same setting is then used for a grating of another pitch. If the lens has spherical aberration, the second image is in general out of focus, although nothing has moved. In the example below, a setting that is perfect for a 440 nm pitch costs a 240 nm pitch 3.35 percent of its fundamental contrast. Refocusing on the 240 nm pitch restores it and defocuses the other.

This looks paradoxical, because for either grating alone, lit by a single plane wave along the axis and imaged by three beams, the aberration can be removed completely by defocus. The resolution lies in how little of the lens a single grating samples. I first isolate what one grating sees, then what defocus does, then the two terms of spherical aberration, and finally weigh them against each other and against effects left out of the model.

## What one grating sees

A grating of pitch $p$ is illuminated by one plane wave along the optical axis, of wavelength $\lambda$. The image space is air, with refractive index 1. Pitch and positions are measured at image scale. Diffraction order $m$ travels at an angle whose sine is $m\lambda/p$. Write $\theta$ for the angle of the first order:

$$\sin\theta=\frac{\lambda}{p}.$$

The pupil passes directions with sine up to the numerical aperture $\mathrm{NA}$. On a pupil radius scaled to 1 at its edge, the first orders sit at

$$\rho=\frac{\sin\theta}{\mathrm{NA}}=\frac{\lambda}{p\,\mathrm{NA}}.$$

Three beams, of orders $0$ and $\pm1$, pass when $1/2<\rho\le1$: the first orders are inside the pupil and the second orders, at $2\rho$, are outside. This range holds for any ratio of line to space; for equal lines and spaces the second orders have zero amplitude, and three-beam imaging extends to $\rho>1/3$.

The mask is taken as thin and symmetric, with a real transmission, so its diffraction amplitudes $a_0$ and $a_1=a_{-1}$ are real. I take both as positive. For equal lines and spaces, with the clear space centred on $x=0$ and $q=2\pi/p$,

$$a_0=\frac12,\qquad a_1=\frac1p\int_{-p/4}^{p/4}\cos(qx)\,dx=\frac{2}{pq}\sin\frac{\pi}{2}=\frac1\pi .$$

Let $z$ be the displacement of the image plane along the direction of propagation. With plane waves written as $e^{i\mathbf k\cdot\mathbf r}$, a beam at angle $\theta$ acquires the phase $(2\pi/\lambda)z\cos\theta$. The aberration is a path length $W(\rho)$, the same in all azimuths, with its sign chosen so that it adds the phase $+2\pi W/\lambda$. The phases of the central and first-order beams are therefore

$$\phi_0=\frac{2\pi}{\lambda}\left[W(0)+z\right],\qquad
\phi_1=\frac{2\pi}{\lambda}\left[W(\rho)+z\cos\theta\right].$$

The two first orders share $\phi_1$, because they lie at equal radius. For a scalar field,

$$E(x)=a_0e^{i\phi_0}+a_1e^{i\phi_1}\left(e^{iqx}+e^{-iqx}\right)
=a_0e^{i\phi_0}+2a_1e^{i\phi_1}\cos(qx).$$

The intensity is the squared modulus. Its cross term is twice the product of the real amplitudes times the cosine of their phase difference $\Phi=\phi_1-\phi_0$:

$$I(x)=a_0^2+4a_0a_1\cos\Phi\cos(qx)+4a_1^2\cos^2(qx).$$

Using $\cos^2(qx)=[1+\cos(2qx)]/2$ gives

$$I(x)=a_0^2+2a_1^2+4a_0a_1\cos\Phi\cos(qx)+2a_1^2\cos(2qx).$$

Aberration and defocus enter through the single number $\cos\Phi$. The grating does not sense the shape of $W$ across the pupil. It senses the difference between two samples, one at the centre and one at $\rho$.

## Why one pitch can be compensated perfectly

Subtracting the two phases,

$$\Phi=\frac{2\pi}{\lambda}\left[W(\rho)-W(0)-z(1-\cos\theta)\right].$$

An ideal lens in focus has $\Phi=0$. With aberration, $\Phi=0$ is restored at

$$\boxed{z_b(p)=\frac{W(\rho)-W(0)}{1-\cos\theta}}.$$

At this plane $\cos\Phi=1$, so every term of $I(x)$ equals its aberration-free value. The whole image is recovered, not merely its contrast. One adjustable number, $z$, has cancelled one unwanted number, $W(\rho)-W(0)$.

Substituting $z_b$ back into the phase gives

$$\Phi=-\frac{2\pi}{\lambda}(1-\cos\theta)(z-z_b).$$

Since cosine is even, images at equal distances on either side of $z_b$ are identical. Any smooth measure of the image, such as a printed width at a fixed intensity threshold where the edge is well defined, is therefore stationary at $z_b$. For the fundamental contrast, defined here as the coefficient of $\cos(qx)$ divided by the mean intensity,

$$C=\frac{4a_0a_1}{a_0^2+2a_1^2}\cos\Phi,$$

the stationary point is a maximum. This ratio can exceed 1 without negative intensity, because the image also contains a second harmonic.

The phase is periodic, so perfect images recur at $z_b+j\lambda/(1-\cos\theta)$ for integer $j$. Halfway between them $\Phi$ is an odd multiple of $\pi$ and the image is shifted by half a pitch. "Best focus" here means $j=0$, the plane that moves continuously to $z=0$ as the aberration is reduced to zero. In the example the recurrence distance is 476 nm at the densest pitch and 1905 nm at the loosest, far larger than the focus shifts of interest.

## What defocus can do for several pitches

A change of pitch moves the sampled radius. For one plane $z_0$ to be best focus for every pitch in a range, the boxed result requires

$$W(\rho)-W(0)=z_0(1-\cos\theta),\qquad \sin\theta=\mathrm{NA}\,\rho,$$

at every sampled $\rho$. Conversely, a wavefront of this form gives $z_b=z_0$ for all those pitches. Pitch-independent focus therefore means that the aberration has the shape of defocus over the sampled part of the pupil.

This isolates the cause. A wavefront $W=z_0\left(1-\sqrt{1-\mathrm{NA}^2\rho^2}\right)$ with $z_0=25$ nm gives a best focus of 25.00 nm at all four pitches of the example, when best focus is found by maximizing the contrast of computed images. An aberration as such does not separate the foci. Among aberrations that are the same in all azimuths, those for which $W(\rho)-W(0)$ departs from the defocus shape at the radii sampled by a range of pitches cannot give one focus for every pitch in that range. A departure confined to radii that no order passes through has no effect.

## The contribution of spherical aberration

Primary spherical aberration in its Zernike form is

$$W(\rho)=c\,(6\rho^4-6\rho^2+1),$$

where $c$ is a length. The constant cancels in the difference:

$$W(\rho)-W(0)=6c\rho^4-6c\rho^2=-6c\rho^2(1-\rho^2).$$

For the denominator, multiply and divide by $1+\cos\theta$:

$$1-\cos\theta=\frac{1-\cos^2\theta}{1+\cos\theta}
=\frac{\sin^2\theta}{1+\cos\theta}
=\frac{\mathrm{NA}^2\rho^2}{1+\cos\theta}.$$

The factor $\rho^2$ cancels, leaving

$$z_b=-\frac{6c}{\mathrm{NA}^2}(1-\rho^2)(1+\cos\theta).$$

As pitch decreases, $\rho$ and $\theta$ increase. Both $1-\rho^2$ and $1+\cos\theta$ then fall, and both are positive for $\rho<1$. Their product falls strictly. For $\mathrm{NA}<1$ and nonzero $c$, no two pitches in the three-beam range share this best focus. With positive $c$, $z_b$ is negative and approaches zero as the first orders approach the pupil edge.

### The small-aperture limit

When $\mathrm{NA}$ is small, $\cos\theta$ approaches 1 and

$$z_b\simeq-\frac{12c}{\mathrm{NA}^2}(1-\rho^2)
=-\frac{12c}{\mathrm{NA}^2}+\frac{12c\,\lambda^2}{\mathrm{NA}^4p^2}.$$

Here defocus is a $\rho^2$ wavefront. The $\rho^2$ term of the aberration produces the first, common shift, which a focus adjustment removes for all pitches. The $\rho^4$ term has one more factor of $\rho^2$ than defocus, and that factor survives as the $1/p^2$ dependence.

### The two terms at finite aperture

The condition $\Phi=0$ is linear in $W$, so the focus shifts of the two terms add:

$$z_b^{(4)}=\frac{6c}{\mathrm{NA}^2}\rho^2(1+\cos\theta),\qquad
z_b^{(2)}=-\frac{6c}{\mathrm{NA}^2}(1+\cos\theta).$$

The second is no longer the same for all pitches. Defocus has the shape $1-\cos\theta$, whose expansion is $\sin^2\theta/2+\sin^4\theta/8+\cdots$, so a pure $\rho^2$ wavefront matches it at leading order but not beyond.

### A case where two foci coincide

The strict ordering belongs to the Zernike combination. Take instead a pure quartic wavefront $W=A\rho^4$, and let $u=\cos\theta$. Since $\rho^4=(1-u^2)^2/\mathrm{NA}^4$,

$$z_b=\frac{A}{\mathrm{NA}^4}\frac{(1-u)^2(1+u)^2}{1-u}
=\frac{A}{\mathrm{NA}^4}(1-u)(1+u)^2.$$

The derivative of the last product is

$$-(1+u)^2+2(1-u)(1+u)=(1+u)(1-3u).$$

It vanishes at $u=1/3$, or $\sin\theta=\sqrt8/3\simeq0.943$. A lens with a larger aperture than this can image two pitches on opposite sides of the turning point with equal best focus. For $\mathrm{NA}=0.99$, $\lambda=193$ nm and $A=1.93$ nm, pitches of 196.98 and 217.15 nm both focus at 2.315 nm. Other such pairs lie around the turning point, but no more than two pitches share any one focus: those between the two focus elsewhere. Below the turning point the pure quartic focus is also monotonic.

## Weighing the two terms

The example takes $\lambda=193$ nm, $\mathrm{NA}=0.85$ and $c=1.93$ nm, which is 0.01 wavelength. These are held fixed while the pitch changes. The common prefactor is

$$\frac{6c}{\mathrm{NA}^2}=\frac{6\times1.93}{0.85^2}\ \text{nm}=16.03\ \text{nm}.$$

For the 240 nm pitch, $\rho=0.9461$ and $\cos\theta=0.5944$, so

$$z_b=-16.03\,(1-0.9461^2)(1.5944)\ \text{nm}=-2.68\ \text{nm}.$$

For the 440 nm pitch, $\rho=0.5160$ and $\cos\theta=0.8987$, so

$$z_b=-16.03\,(1-0.5160^2)(1.8987)\ \text{nm}=-22.33\ \text{nm}.$$

The contributions, all in nm, are:

| Pitch | $z_b^{(4)}$ | $z_b^{(2)}$ | $z_b$ |
|---|---:|---:|---:|
| 240 | 22.87 | −25.55 | −2.68 |
| 280 | 18.18 | −27.64 | −9.46 |
| 340 | 13.03 | −29.22 | −16.19 |
| 440 | 8.10 | −30.43 | −22.33 |

Searching for maximum contrast in images summed from the diffraction orders gives the same four values of $z_b$ to the digits shown.

The quadratic term is the larger shift at every pitch, but most of it is common to them all. Between the loosest and densest gratings the focus moves by 19.65 nm. The quartic term supplies 14.77 nm of this, about three quarters, and the quadratic term 4.88 nm. The latter is the price of a finite aperture and would vanish relative to the former in the small-aperture limit.

The path differences themselves would be a poor guide. $W(\rho)-W(0)$ is −1.09 nm at 240 nm pitch and −2.26 nm at 440 nm, a ratio of about two, whereas the focus shifts differ by a factor of about eight. The remaining factor of four is the weaker action of defocus on the loose grating: $1-\cos\theta$ is 0.1013 there and 0.4056 at the dense pitch.

The small-aperture formula gives −3.36 and −23.52 nm at the two extreme pitches. Relative to the full scalar result, its magnitude is 25 percent too large at 240 nm and 5 percent too large at 440 nm, as the ratio $2/(1+\cos\theta)$ requires.

## What the focus difference costs

Let $D=1-\cos\theta$. At the best focus of the 440 nm pitch, the phase error of the 240 nm pitch has magnitude

$$|\Phi|=\frac{2\pi}{193}(0.4056)(19.65)=0.26\ \text{rad}.$$

The fractional contrast loss is $1-\cos\Phi$, or 3.35 percent. Reversing the roles replaces 0.4056 by 0.1013, and the loss of the 440 nm pitch is 0.21 percent. For small phases the loss is $\Phi^2/2$, so a fourfold difference in $D$ becomes a sixteenfold difference in loss.

A compromise plane between the foci $z_1$ and $z_2$ minimizes the worse loss when the two phase magnitudes are equal. Moving either way from that plane increases one of them. Thus

$$D_1|z-z_1|=D_2|z-z_2|,\qquad |z-z_1|+|z-z_2|=|z_1-z_2|.$$

Solving gives $|z-z_1|=D_2|z_1-z_2|/(D_1+D_2)$, and the common phase magnitude is

$$|\Phi|=\frac{2\pi}{\lambda}\frac{D_1D_2}{D_1+D_2}|z_1-z_2|.$$

It is zero only if the two foci agree. Here the compromise is at −6.61 nm, close to the focus of the dense pitch, with a phase of 0.052 rad and a contrast loss of 0.13 percent. The aberration cannot be cancelled for both gratings near focus, but at this strength the unavoidable loss is small.

### Depth of focus

Suppose a pitch is acceptable while its fundamental contrast is at least 90 percent of its peak. Then $\cos\Phi\ge0.9$, and the half-width of its focus window is

$$h=\frac{\lambda\arccos(0.9)}{2\pi D}.$$

From dense to loose, the four half-widths are 34.2, 50.3, 78.4 and 136.7 nm. The dense window, centred at −2.68 nm, runs from about −37 nm to about 31 nm. The windows of the other three pitches all contain this interval. The common window is therefore the full dense window, 68.3 nm wide. By this criterion the 19.65 nm focus difference removes none of it, though it moves the dense window relative to the others.

A loss begins when the separation of two foci exceeds the difference of their half-widths. For the 240 and 440 nm pair, with $z_b$ proportional to $c$, this happens at

$$c=1.93\,\frac{136.7-34.2}{19.65}\ \text{nm}\simeq10.1\ \text{nm}.$$

At 1.2 times that coefficient, their common window has shrunk to 47.8 nm. If the intermediate pitches must also print, the limit comes sooner. For 240 and 280 nm the same arithmetic gives

$$c=1.93\,\frac{50.3-34.2}{9.46-2.68}\ \text{nm}\simeq4.6\ \text{nm}.$$

The neighbouring pitch has a smaller focus shift but also much less spare window. Among these four pitches it sets the first limit.

## Contributions outside the model

**Polarization.** The scalar field describes electric fields parallel to the grating lines. For the perpendicular, or p, polarization, the first-order field is tilted, and its component along the zero-order field is reduced by $\cos\theta$. The fundamental is multiplied by this real factor. At 240 nm pitch the contrast at best focus falls from 1.406 to $1.406\times0.5944=0.836$, but no phase is added and best focus stays at −2.68 nm. These contrasts are for the image in air and omit the radiometric obliquity factor of the lens. That factor is real, so it leaves the on-axis best focus unchanged; at 4× reduction it lowers these contrasts by about 0.4 percent, to 1.400 and 0.832. In a resist of index 1.7 the first orders are less tilted: the factor is 0.881 instead of 0.5944, and the contrast would fall only to 1.239, before differences in transmission at the resist surface are counted.

**Source size.** A source point off the axis sends the three orders to shifted pupil positions, so the two first orders generally lie at unequal radii. One grating then samples more than one phase difference, and perfect compensation by defocus is no longer assured. For a uniform disc source of radius 0.1 NA, the best foci of the extreme pitches are about −2.8 and −21.3 nm, a difference of about 18.4 nm from the unrounded values. At radius 0.3 NA they are about −4.0 and −14.3 nm, and the difference has fallen to about 10 nm. The numerical output lists −4.32 nm for the dense pitch at this radius, because its 192 source points sample the cut at the pupil edge coarsely; a finer source grid moves that value by about 0.3 nm, and moves the −5.02 nm listed for the 280 nm pitch to about −5.2 nm. These foci maximize fundamental contrast and include the loss of orders at the pupil edge. They omit the obliquity factor, which at radius 0.3 NA and 4× reduction moves both extreme foci by about +0.2 nm and leaves their difference near 10 nm.

**Mask topography.** A mask of finite thickness can add a phase $\delta$ to the first orders relative to the zero order. Adding $\delta$ to $\Phi$ and again setting the total to zero shifts best focus by

$$\Delta z=\frac{\lambda\delta}{2\pi D}.$$

Even a $\delta$ that is the same for all pitches produces pitch-dependent focus, since $D$ varies. An illustrative 0.1 rad moves the dense focus by 7.57 nm and the loose focus by 30.31 nm. It changes the focus difference by −22.74 nm, more than cancelling the 19.65 nm from spherical aberration. With $\delta$ reversed, the two would add. A measured focus difference between pitches therefore does not by itself identify spherical aberration.

**Resist refraction.** Let $z$ now locate the top of a resist of index $n_r$, and evaluate the image at depth $d$. The first order falls behind the zero order by the extra path $d\,n_r(1-\cos\theta_r)$, where $n_r\sin\theta_r=\sin\theta$. The shift is

$$\Delta z=-d\,\frac{n_r(1-\cos\theta_r)}{1-\cos\theta}.$$

For illustrative values $n_r=1.7$ and $d=50$ nm, it is −24.93 nm at the dense pitch and −28.40 nm at the loose pitch. Most of this is a common offset; the focus difference changes by 3.47 nm.

## Beside a real scanner

The wavelength and aperture are rough typical values for a dry ArF scanner, and the pitches lie within its three-beam range. A spherical coefficient of 0.01 wavelength is on the high side for a well-corrected lens, for which a few thousandths is a rough expectation; the focus shifts scale in proportion. Production illumination is usually partially coherent and often deliberately off-axis, so the coherent on-axis model is the assumption most plainly broken. For the centred disc of radius 0.3 NA, that alone roughly halves the 19.65 nm difference. The mask phase can change it by as much as the whole effect, depending on the mask. Film reflections, laser bandwidth and resist chemistry are not sized here. The 20 nm figure is thus the contribution of this aberration under the stated illumination, not a prediction of the total focus difference on a wafer. Further values are in the numerical output, where the common focus window and the coefficient at which it starts to shrink refer to the 240 and 440 nm pair only.

## Computed values

```
wavelength = 193.0 nm, NA = 0.85
spherical coefficient c = 1.930 nm = 0.010 wavelength
amplitudes a0, a1 = 0.5000, 0.3183
pitch (nm)                                            240       280       340       440
pupil radius rho                                   0.9461    0.8109    0.6678    0.5160
cos(theta)                                         0.5944    0.7245    0.8233    0.8987
1 - cos(theta)                                     0.4056    0.2755    0.1767    0.1013
W(rho) - W(0) (nm)                                 -1.088    -2.607    -2.861    -2.263
best focus, formula (nm)                            -2.68     -9.46    -16.19    -22.33
best focus, image search (nm)                       -2.68     -9.46    -16.19    -22.33
best focus, small-NA formula (nm)                   -3.36    -10.98    -17.76    -23.52
part from 6c rho^4 (nm)                             22.87     18.18     13.03      8.10
part from -6c rho^2 (nm)                           -25.55    -27.64    -29.22    -30.43
best focus, defocus-shaped control (nm)             25.00     25.00     25.00     25.00
spacing of repeated perfect images (nm)             475.8     700.5    1092.1    1904.6
focus-window half-width (nm)                         34.2      50.3      78.4     136.7
focus difference, loosest to densest = 19.65 nm
of which rho^4 part = 14.77 nm
of which rho^2 part = 4.88 nm
dense contrast loss at loose focus = 3.35 percent
loose contrast loss at dense focus = 0.21 percent
compromise focus = -6.61 nm
worst phase at compromise = 0.0519 rad
worst contrast loss at compromise = 0.134 percent
common focus window, full width = 68.3 nm
c at which common window starts to shrink = 10.08 nm
common window at 1.2 times that c = 47.8 nm
pure rho^4 turning point: sin(theta) = 0.9428
pure rho^4 equal-focus pitches at NA 0.99 = 196.98, 217.15 nm
their best foci = 2.315, 2.315 nm
neglected effects, same pitch order as above:
best focus, source radius 0.1 NA (nm)               -2.82     -8.50    -15.17    -21.28
best focus, source radius 0.3 NA (nm)               -4.32     -5.02     -8.17    -14.32
best focus, p-polarized (nm)                        -2.68     -9.46    -16.19    -22.33
dense fundamental contrast, s and p = 1.406, 0.836
assumed mask phase = 0.10 rad
focus shift from mask phase (nm)                     7.57     11.15     17.38     30.31
assumed resist index = 1.7, depth = 50 nm
focus shift from resist refraction (nm)            -24.93    -26.50    -27.61    -28.40
mask-phase change of focus difference = -22.74 nm
resist change of focus difference = 3.47 nm
```
